# Finding the Width of a Quartic Double Well from Barrier and Frequency: verification in Python

```python
"""Separation of the minima of a symmetric quartic double well.

Result under test: d = sqrt(32*V0/m)/(2*pi*f)
  V0 : barrier from minimum to central maximum
  m  : constant effective mass of the coordinate
  f  : ordinary frequency of small oscillations in one well
  d  : distance between minima, which lie at -a and +a, with d = 2*a
Working units: angstrom, eV, ps; frequencies are therefore in THz.
The model parameters are round values, not computed material data.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, fsolve, minimize_scalar

barrier = 0.10             # eV
mass_u = 16.0              # atomic mass units
frequency = 6.0            # THz
temperature = 300.0        # K
field_MV_cm = 1.0          # applied field
charge_e = 2.0             # magnitude of the model charge
breakdown_MV_cm = 4.0      # rough typical input

# One u angstrom^2/ps^2 expressed in eV gives the mass unit used here.
mass = mass_u * const.atomic_mass * 1e4 / const.e
omega = 2 * np.pi * frequency
stiffness = mass * omega**2
separation = np.sqrt(32 * barrier / mass) / omega
a = separation / 2
quantum = const.h * frequency * 1e12 / const.e
thermal = const.k * temperature / const.e


# Inverse problem solved from the definitions of barrier and curvature.
def well_data(coefficients):
    A, B = coefficients

    def potential(x):
        return -A * x**2 / 2 + B * x**4 / 4

    found = minimize_scalar(potential, bounds=(0.05, 3.0),
                            method="bounded", options={"xatol": 1e-10})
    x = found.x
    h = 0.01
    curvature = (-potential(x + 2*h) + 16*potential(x + h)
                 - 30*potential(x) + 16*potential(x - h)
                 - potential(x - 2*h)) / (12 * h**2)
    return potential(0.0) - potential(x), curvature, x


def mismatch(coefficients):
    height, curvature, _ = well_data(coefficients)
    return [height / barrier - 1, curvature / stiffness - 1]


coefficients = fsolve(mismatch, [1.0, 2.0], epsfcn=1e-8)
assert np.max(np.abs(mismatch(coefficients))) < 1e-6
numerical_separation = 2 * well_data(coefficients)[2]
assert abs(numerical_separation / separation - 1) < 1e-6
assert abs(separation - 1.16) < 0.01


# Classical frequency from Newton's equation, starting at a turning point.
def trajectory_frequency(energy):
    start = a * np.sqrt(1 + np.sqrt(energy / barrier))

    def motion(t, state):
        x, v = state
        force = -4 * barrier * x * (x**2 - a**2) / a**4
        return [v, force / mass]

    def turning(t, state):
        return state[1]

    turning.direction = 1
    turning.terminal = True
    run = solve_ivp(motion, (0, 2 / frequency), [start, 0.0],
                    method="DOP853", events=turning, rtol=1e-10,
                    atol=1e-13, max_step=0.005)
    return 1 / (2 * run.t_events[0][0])


small_frequency = trajectory_frequency(1e-6 * barrier)
assert abs(small_frequency / frequency - 1) < 1e-5
thermal_frequency = trajectory_frequency(thermal)

# The same finite-energy frequency from the period integral.
root_energy = np.sqrt(thermal / barrier)
inner, outer = np.sqrt(1 - root_energy), np.sqrt(1 + root_energy)


def period_integrand(angle):
    u = (outer + inner) / 2 + (outer - inner) / 2 * np.cos(angle)
    return 1 / np.sqrt((outer + u) * (u + inner))


period = 2 * a * np.sqrt(mass / (2 * barrier)) * quad(
    period_integrand, 0, np.pi)[0]
assert abs(thermal_frequency * period - 1) < 1e-6
thermal_separation = separation * thermal_frequency / frequency


# Quantum levels in units of hf; the length unit is sqrt(hbar/(m*omega)).
def levels(height_ratio, step=0.15, margin=6.0):
    minimum = np.sqrt(8 * height_ratio)
    count = int(np.ceil((minimum + margin) / step))
    index = np.arange(-count, count + 1)
    y = index * step
    difference = index[:, None] - index[None, :]
    safe = np.where(difference == 0, 1, difference)
    kinetic = np.where(difference == 0, np.pi**2 / 3, 2.0 / safe**2)
    kinetic *= np.where(difference % 2 == 0, 1.0, -1.0) / (2 * step**2)
    potential = height_ratio * (y**2 / minimum**2 - 1)**2
    return np.linalg.eigvalsh(kinetic + np.diag(potential))[:4]


def transition(energy_levels):
    return np.mean(energy_levels[2:4]) - np.mean(energy_levels[:2])


high_ratio = 40.0
assert abs(transition(levels(high_ratio))
           - (1 - 3 / (16 * high_ratio))) < 1e-4

coarse = levels(barrier / quantum)
fine = levels(barrier / quantum, step=0.12, margin=7.0)
transition_THz = frequency * transition(fine)
transition_shift = frequency * abs(transition(fine) - transition(coarse))
splitting = quantum * (fine[1] - fine[0])
splitting_shift = abs((coarse[1] - coarse[0]) / (fine[1] - fine[0]) - 1)
assert transition_shift < 1e-6
assert splitting_shift < 0.01
assert splitting < 1e-6 * quantum


def transition_error(classical_frequency):
    energy = const.h * classical_frequency * 1e12 / const.e
    return classical_frequency * transition(
        levels(barrier / energy)) - frequency


classical_needed = brentq(transition_error, 6.0, 7.5)
quantum_separation = separation * frequency / classical_needed

# Another well shape with the same barrier and the same curvature.
cosine_separation = np.pi * np.sqrt(2 * barrier / stiffness)


def cosine_well(x):
    return barrier * np.cos(np.pi * x / cosine_separation)**2


h = 1e-3
edge = cosine_separation / 2
cosine_curvature = (cosine_well(edge + h) - 2 * cosine_well(edge)
                    + cosine_well(edge - h)) / h**2
assert abs(cosine_curvature / stiffness - 1) < 1e-4
assert abs(cosine_well(0.0) - cosine_well(edge) - barrier) < 1e-12


# Stationary points with a constant force; 1 MV/cm is 0.01 V/angstrom.
def stationary_points(force):
    roots = np.roots([4 * barrier / a**4, 0, -4 * barrier / a**2, -force])
    return np.sort(roots[np.abs(roots.imag) < 1e-8].real)


force = charge_e * field_MV_cm * 0.01
points = stationary_points(force)
assert len(points) == 3
biased_separation = points[-1] - points[0]
biased_wells = points[[0, 2]]
biased_curvatures = 4 * barrier * (3 * biased_wells**2 - a**2) / a**4
biased_frequencies = np.sqrt(biased_curvatures / mass) / (2 * np.pi)
biased_energies = (barrier * (biased_wells**2 / a**2 - 1)**2
                   - force * biased_wells)
energy_tilt = abs(biased_energies[1] - biased_energies[0])

limit_force = 8 * barrier / (3 * np.sqrt(3) * a)
assert len(stationary_points(0.99 * limit_force)) == 3
assert len(stationary_points(1.01 * limit_force)) == 1
limit_field = limit_force / charge_e / 0.01
assert limit_field > breakdown_MV_cm

angular_misreading = np.sqrt(32 * barrier / mass) / frequency
parabola_separation = 2 * np.sqrt(2 * barrier / stiffness)


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Barrier V0", barrier, "eV")
show("Effective mass m", mass_u, "u")
show("Small-oscillation frequency f", frequency, "THz")
show("Angular frequency", omega, "rad/ps")
show("Curvature k at a minimum", stiffness, "eV/angstrom^2")
show("Quartic coefficient A", stiffness / 2, "eV/angstrom^2")
show("Quartic coefficient B", stiffness**2 / (16 * barrier),
     "eV/angstrom^4")
show("Distance a from centre to minimum", a, "angstrom")
show("Separation d", separation, "angstrom")
show("Separation d converted", separation / 10, "nm")
show("Separation from numerical inverse", numerical_separation, "angstrom")
show("Frequency from small trajectory", small_frequency, "THz", 6)
show("Mass-weighted separation", np.sqrt(mass_u) * separation,
     "u^(1/2) angstrom")
show("d if 6 THz is misread as angular", angular_misreading, "angstrom")
show("d from two joined parabolas", parabola_separation, "angstrom")
show("d for cosine-squared well", cosine_separation, "angstrom")
show("Cosine-squared change in d",
     100 * (cosine_separation / separation - 1), "%", 3)
show("Vibrational quantum hf", quantum, "eV")
show("First transition in original well", transition_THz, "THz")
show("Transition shift on finer grid", transition_shift, "THz", 2)
show("Classical f needed for 6 THz transition", classical_needed, "THz")
show("d if 6 THz is the transition", quantum_separation, "angstrom")
show("Transition-reading change in d",
     100 * (quantum_separation / separation - 1), "%", 3)
show("Lowest-doublet tunnelling splitting", splitting, "eV", 3)
show("Splitting divided by hf", splitting / quantum, "", 3)
show("Relative splitting shift on finer grid", splitting_shift, "", 2)
show("Temperature", temperature, "K")
show("Thermal energy kT", thermal, "eV")
show("Classical frequency at energy kT", thermal_frequency, "THz")
show("d if 6 THz is measured at energy kT", thermal_separation, "angstrom")
show("Thermal-reading change in d",
     100 * (thermal_separation / separation - 1), "%", 3)
show("Applied field", field_MV_cm, "MV/cm")
show("Magnitude of model charge", charge_e, "e")
show("Separation under bias", biased_separation, "angstrom")
show("Bias change in separation",
     100 * (biased_separation / separation - 1), "%", 2)
show("Energy difference of biased minima", energy_tilt, "eV")
show("Lower frequency under bias", min(biased_frequencies), "THz")
show("Higher frequency under bias", max(biased_frequencies), "THz")
show("Field where one well disappears", limit_field, "MV/cm")
show("Rough breakdown field (input)", breakdown_MV_cm, "MV/cm")
print("success")
```

It prints:

```
Barrier V0: 0.1 eV
Effective mass m: 16 u
Small-oscillation frequency f: 6 THz
Angular frequency: 37.7 rad/ps
Curvature k at a minimum: 2.357 eV/angstrom^2
Quartic coefficient A: 1.178 eV/angstrom^2
Quartic coefficient B: 3.472 eV/angstrom^4
Distance a from centre to minimum: 0.5826 angstrom
Separation d: 1.165 angstrom
Separation d converted: 0.1165 nm
Separation from numerical inverse: 1.165 angstrom
Frequency from small trajectory: 6 THz
Mass-weighted separation: 4.661 u^(1/2) angstrom
d if 6 THz is misread as angular: 7.321 angstrom
d from two joined parabolas: 0.5826 angstrom
d for cosine-squared well: 0.9152 angstrom
Cosine-squared change in d: -21.5 %
Vibrational quantum hf: 0.02481 eV
First transition in original well: 5.695 THz
Transition shift on finer grid: 2.5e-13 THz
Classical f needed for 6 THz transition: 6.343 THz
d if 6 THz is the transition: 1.102 angstrom
Transition-reading change in d: -5.4 %
Lowest-doublet tunnelling splitting: 1.4e-10 eV
Splitting divided by hf: 5.65e-09
Relative splitting shift on finer grid: 3.6e-06
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Classical frequency at energy kT: 5.677 THz
d if 6 THz is measured at energy kT: 1.103 angstrom
Thermal-reading change in d: -5.38 %
Applied field: 1 MV/cm
Magnitude of model charge: 2 e
Separation under bias: 1.165 angstrom
Bias change in separation: -0.032 %
Energy difference of biased minima: 0.0233 eV
Lower frequency under bias: 5.865 THz
Higher frequency under bias: 6.128 THz
Field where one well disappears: 13.21 MV/cm
Rough breakdown field (input): 4 MV/cm
success
```
